\section*{Transit time of dispersive carriers in an exponential band tail, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the scaling argument to the tail exponent}

\subsection{What dimensions fix}

A thin sheet of carriers starts at one face of a film of thickness $L$ and drifts in a uniform field $F$. While free, a carrier has mobility $\mu_0$ and speed $v=\mu_0F$. It is repeatedly caught in localized tail states and released by heat. If position is measured as $\xi=x/L$, drift enters the equations of motion as $(v/L)\,\partial/\partial\xi$. Thickness and field therefore appear together, in the trap-free transit time
\begin{equation}
t_0=\frac{L}{v}=\frac{L}{\mu_0F}.
\label{eq:t0}
\end{equation}
This assumes that diffusion is negligible and that $\mu_0$ and the trapping rates do not depend on field.

The tail supplies the second ingredient. Suppose that a carrier captured a time $t$ ago is still trapped with a probability that falls as a power, $t^{-\alpha}$ with $0<\alpha<1$. Let $M(t)=M_0t^{-\alpha}$ be the capture rate times this probability. A rate has the unit s$^{-1}$, so $M_0$ has the unit s$^{\alpha-1}$. If almost all carriers are trapped, the density of carriers at a given place is $\int_0^tM(t-t')\,n(\xi,t')\,dt'$, where $n$ is the free density, and conservation of carriers after injection reads
\begin{equation}
\frac{\partial}{\partial t}\int_0^t\frac{M_0}{(t-t')^{\alpha}}\,n(\xi,t')\,dt'
+\frac1{t_0}\frac{\partial n}{\partial\xi}=0 .
\label{eq:fractional}
\end{equation}
Multiplication by $t_0$ leaves one parameter, $M_0t_0$, whose unit is s$^{\alpha}$. The amount injected sets the size of the signal and no time. The one time that can be formed is $(M_0t_0)^{1/\alpha}$, and so
\begin{equation}
t_{\rm tr}=\text{number}(\alpha)\times(M_0t_0)^{1/\alpha}
\propto\left(\frac LF\right)^{1/\alpha}.
\label{eq:dimension}
\end{equation}
What remains is to show that an exponential tail produces this memory with $\alpha=T/T_t$, to find the number, and to learn when the assumptions hold.

\subsection{Kinetic equations and the memory of the tail}

Let $E>0$ be the depth of a trap below the transport edge. The tail is
\begin{equation}
g(E)=\frac{N_t}{kT_t}e^{-E/kT_t}=N_t\,\varphi(E),\qquad
\int_0^\infty\varphi\,dE=1 ,
\label{eq:tail}
\end{equation}
with $N_t$ states per volume and tail temperature $T_t$. Let $p(x,E,t)$ be the density of trapped carriers per unit energy. Empty traps capture at the rate $b\,g(E)\,n$, with a coefficient $b$ taken to be independent of energy. The total capture rate of one free carrier is $\omega_0=bN_t$.

Detailed balance gives the release rate $r(E)$. In nondegenerate equilibrium, with the Fermi level a distance $\Delta$ below the transport edge, $n=N_ce^{-\Delta/kT}$, where $N_c$ is the effective density of transport states. A trap at depth $E$ has occupation $e^{(E-\Delta)/kT}$, provided that $\Delta-E\gg kT$. The release rate of a trapped carrier does not depend on the Fermi level, so for any given $E$ one may choose $\Delta$ large enough. Capture and release must balance at each depth:
\begin{equation}
b\,g\,N_ce^{-\Delta/kT}=r\,g\,e^{(E-\Delta)/kT}
\;\Longrightarrow\;
r(E)=\nu e^{-E/kT},\quad \nu=bN_c .
\label{eq:release}
\end{equation}
Hence $\omega_0/\nu=N_t/N_c$. The kinetic equations are
\begin{align}
\frac{\partial p}{\partial t}&=\omega_0\varphi(E)\,n-r(E)\,p,
\label{eq:trap}\\
\frac{\partial}{\partial t}\left(n+\int_0^\infty p\,dE\right)
+v\frac{\partial n}{\partial x}&=0,
\label{eq:continuity}
\end{align}
with $n(x,0)=\sigma\delta(x)$ and $p(x,E,0)=0$. Here $\sigma$ is the number of injected carriers per area. Recombination is left out, and so is direct tunnelling between tail states, which takes over from release to the transport edge in real films at low temperature.

Multiplying (\ref{eq:trap}) by $e^{rt}$ makes its left side and the release term a total derivative, $\partial(pe^{rt})/\partial t=\omega_0\varphi ne^{rt}$. Integration from zero gives
\begin{equation}
p(x,E,t)=\omega_0\varphi(E)\int_0^te^{-r(E)(t-t')}n(x,t')\,dt' .
\label{eq:psolution}
\end{equation}
Integrated over energy, this has the form of a memory integral with
\begin{equation}
M(t)=\omega_0\int_0^\infty\varphi(E)e^{-r(E)t}\,dE .
\end{equation}
Put $y=e^{-E/kT}$, so that $E=-kT\ln y$ and $dE=-kT\,dy/y$. Also $e^{-E/kT_t}=y^{T/T_t}$. With
\begin{equation}
\alpha=\frac T{T_t}
\end{equation}
one finds $\varphi\,dE=-\alpha y^{\alpha-1}dy$. The limits $E=0,\infty$ become $y=1,0$, and exchanging them removes the minus sign. With $z=\nu ty$,
\begin{equation}
M(t)=\omega_0\int_0^1\alpha y^{\alpha-1}e^{-\nu ty}\,dy
=\frac{\omega_0\alpha}{(\nu t)^\alpha}\int_0^{\nu t}z^{\alpha-1}e^{-z}\,dz
\simeq\frac{\omega_0\Gamma(1+\alpha)}{(\nu t)^{\alpha}} .
\label{eq:memory}
\end{equation}
The last form holds for $\nu t\gg1$, where the upper limit may be moved to infinity and $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$. This is the assumed power law, with $M_0=\omega_0\Gamma(1+\alpha)\nu^{-\alpha}$.

The power law in (\ref{eq:memory}) appears for $\alpha>1$ too, yet (\ref{eq:dimension}) does not then follow. The argument also needs the trapped carriers to outnumber the free ones more and more. Their ratio is of the order of $\int_0^tM\,dt'$, which grows as $t^{1-\alpha}$ for $\alpha<1$ and tends to a constant for $\alpha>1$. The condition $T<T_t$ enters here.

\subsection{When the traps may be called empty}

The full capture rate is $b(g-p)n$, so the linear equations require the occupation $p/g$ to be small. A bound follows from the conservation law. Every release rate is positive, so all carriers finally pass any plane inside the film. Integrating (\ref{eq:continuity}) over all time, with the injected sheet as the initial density, gives $v\,\partial_x\int_0^\infty n\,dt=\sigma\delta(x)$. Nothing lies upstream of the sheet, and therefore
\begin{equation}
v\int_0^\infty n(x,t)\,dt=\sigma\qquad(x>0).
\label{eq:flux}
\end{equation}
Since $\omega_0\varphi/g=b$, and the exponential in (\ref{eq:psolution}) is at most one,
\begin{equation}
\frac{p}{g}=b\int_0^te^{-r(t-t')}n(x,t')\,dt'
\le b\int_0^\infty n\,dt=\frac{b\sigma}{\mu_0F}.
\label{eq:occupation}
\end{equation}
The traps stay nearly empty at all depths, places and times if $b\sigma\ll\mu_0F$. The thickness does not enter. A deep trap near the injecting face comes close to the bound, because nearly the whole sheet passes it before it releases anything. A finite-difference solution of (\ref{eq:trap}) and (\ref{eq:continuity}) with discrete trap depths was tested on both points: at the end of the run no occupation exceeded the bound, and the deepest level in the first cell had reached more than 95\% of it.

\subsection{The simplest case: one trap level}

Before the tail is used, it helps to solve the problem for a general $\varphi$ and look at a single level. Define $\hat n(x,s)=\int_0^\infty n\,e^{-st}dt$. The transform of a time derivative is $s$ times the transform minus the initial value. Equation (\ref{eq:trap}) gives $s\hat p=\omega_0\varphi\hat n-r\hat p$, hence $\hat p=\omega_0\varphi\hat n/(s+r)$. Equation (\ref{eq:continuity}) becomes
\begin{equation}
v\frac{\partial\hat n}{\partial x}+a(s)\hat n=\sigma\delta(x),\qquad
a(s)=s+s\omega_0\int_0^\infty\frac{\varphi(E)\,dE}{s+r(E)} .
\label{eq:adef}
\end{equation}
The source makes $\hat n$ jump from zero to $\sigma/v$ at $x=0$, and for $x>0$ the homogeneous equation gives
\begin{equation}
\hat n(x,s)=\frac{\sigma}{v}\,e^{-a(s)x/v}.
\label{eq:nhat}
\end{equation}
As $s\to0$, $a\to0$ and (\ref{eq:flux}) is recovered.

For one level with release rate $r_1$, $a=s+s\omega_0/(s+r_1)$. Expansion for $s\ll r_1$ gives
\begin{equation}
a(s)=s\left(1+\frac{\omega_0}{r_1}\right)-\frac{\omega_0}{r_1^2}s^2+\dots
\label{eq:onelevel}
\end{equation}
The linear term turns (\ref{eq:nhat}) into a pure delay, $e^{-st_1}$ with $t_1=(1+\omega_0/r_1)x/v$. This is what counting gives: in a free time $x/v$ there are on average $\omega_0x/v$ captures, each lasting $1/r_1$ on average. The quadratic term is the spread. Comparing with $e^{-st_1+s^2V/2}$, the variance of the arrival time is $V=2\omega_0x/(vr_1^2)$. It grows as $x$ while $t_1^2$ grows as $x^2$, so the packet becomes relatively sharper in a thicker film. The transit time is then proportional to $L/F$.

This behaviour rests on a finite mean dwell time. For the exponential tail the mean is
\begin{equation}
\int_0^\infty\frac{\varphi}{r}\,dE
=\frac1{\nu kT_t}\int_0^\infty e^{E/kT-E/kT_t}\,dE
=\frac1\nu\,\frac{\alpha}{\alpha-1}\qquad(\alpha>1),
\label{eq:dwell}
\end{equation}
and it diverges for $\alpha\le1$. Below $T_t$, the dwell time grows with depth faster than the number of states falls.

\subsection{The exponent below the tail temperature}

With $y=e^{-E/kT}$ as before, the integral in (\ref{eq:adef}) is
\begin{equation}
J(s)=\int_0^\infty\frac{\varphi\,dE}{s+r}
=\int_0^1\frac{\alpha y^{\alpha-1}}{s+\nu y}\,dy
=\int_0^\infty\!\!\dots-\int_1^\infty\!\!\dots
\label{eq:J}
\end{equation}
For $0<\alpha<1$ both pieces converge. In the first, set $y=sz/\nu$. Then $y^{\alpha-1}dy=(s/\nu)^\alpha z^{\alpha-1}dz$ and $s+\nu y=s(1+z)$, which gives
\begin{equation}
\int_0^\infty\frac{\alpha y^{\alpha-1}}{s+\nu y}\,dy
=\frac{\alpha}{s}\left(\frac s\nu\right)^{\alpha}
\int_0^\infty\frac{z^{\alpha-1}}{1+z}\,dz .
\end{equation}
The number follows from $1/(1+z)=\int_0^\infty e^{-(1+z)q}dq$. Doing the $z$ integral first,
\begin{equation}
\int_0^\infty\frac{z^{\alpha-1}}{1+z}\,dz
=\Gamma(\alpha)\int_0^\infty q^{-\alpha}e^{-q}\,dq
=\Gamma(\alpha)\Gamma(1-\alpha)=\frac{\pi}{\sin\pi\alpha},
\label{eq:reflection}
\end{equation}
where the last step is the reflection formula of the gamma function. In the second piece $y\ge1$, so for $s\ll\nu$ the denominator is $\nu y$ to leading order, and the piece equals $\alpha/[\nu(1-\alpha)]$. Altogether
\begin{equation}
a(s)=\omega_0C_\alpha\left(\frac s\nu\right)^{\alpha}
+s\left[1-\frac{\omega_0}{\nu}\frac{\alpha}{1-\alpha}\right]+\dots,
\qquad C_\alpha=\frac{\pi\alpha}{\sin\pi\alpha}.
\label{eq:asmall}
\end{equation}
The first term agrees with the memory function: the transform of $M_0t^{-\alpha}$ is $M_0\Gamma(1-\alpha)s^{\alpha-1}$, and $s$ times this is the first term, because $\Gamma(1+\alpha)\Gamma(1-\alpha)=C_\alpha$.

The second term divided by the first is the relative correction
\begin{equation}
\delta(s)=\frac{1}{C_\alpha}\left(\frac s\nu\right)^{1-\alpha}
\left[\frac{N_c}{N_t}-\frac{\alpha}{1-\alpha}\right].
\label{eq:delta}
\end{equation}
Take $N_c/N_t=10$, $\nu=10^{12}$ s$^{-1}$ and $s=4.05\times10^5$ s$^{-1}$. At $\alpha=0.5$ the power is $(4.05\times10^{-7})^{1/2}=6.36\times10^{-4}$, the bracket is $9$, and $C_\alpha=1.571$, so $\delta=0.36\%$. Direct integration over energy gives $0.03\%$, $0.36\%$ and $7.4\%$ for $\alpha=0.3$, $0.5$ and $0.8$, and it was tested that (\ref{eq:delta}) reproduces each of these corrections to within one hundredth of itself. As $\alpha\to1$ the factor $(s/\nu)^{1-\alpha}$ fades ever more slowly, so the power law generally sets in slowly when $T$ is close to $T_t$. An exception is the temperature at which the bracket in (\ref{eq:delta}) vanishes, here $\alpha=10/11$.

\subsection{Limits at and above the tail temperature}

At $\alpha=1$ the integral (\ref{eq:J}) is elementary, and
\begin{equation}
a(s)=s\left[1+\frac{\omega_0}{\nu}\ln\left(1+\frac\nu s\right)\right].
\end{equation}
The exponent of $s$ has reached one, with a logarithm as the trace of the borderline dwell time.

For $\alpha>1$ the mean (\ref{eq:dwell}) exists, $J(0)$ equals it, and the leading behaviour at small $s$ is
\begin{equation}
a(s)\simeq s\left[1+\frac{\omega_0}{\nu}\frac{\alpha}{\alpha-1}\right].
\end{equation}
This is the single-level form, with an ordinary delay and, for long transits, a transit time proportional to $L/F$. The closer $\alpha$ is to one, the more slowly this limit is approached. In the finite-difference solution at $\alpha=2$, $L/F$ was raised by a factor of eight. The exponent read from the current was $1.000$, as expected. The test is a mild one: with the value $\omega_0/\nu=0.1$ used there, the bracket is $1.2$, so the traps lengthen the transit by only a fifth.

\section{From the exponent to the transit time}

\subsection{Symbols and results in use}

The film has thickness $L$, field $F$, free mobility $\mu_0$, drift speed $v=\mu_0F$ and trap-free transit time $t_0=L/v$. The tail has $N_t$ states per volume, distributed as $\varphi(E)=e^{-E/kT_t}/kT_t$ in depth $E$. The total capture rate is $\omega_0=bN_t$, the release rate is $r=\nu e^{-E/kT}$ with $\nu=bN_c$, and $\alpha=T/T_t<1$. A sheet of $\sigma$ carriers per area is injected at $x=0$. The Laplace transform of the free density is
\begin{equation}
\hat n=\frac\sigma v e^{-a(s)x/v},\qquad
a(s)\simeq\omega_0C_\alpha\left(\frac s\nu\right)^\alpha,\qquad
C_\alpha=\frac{\pi\alpha}{\sin\pi\alpha},
\label{eq:recall}
\end{equation}
for $s\ll\nu$ and a small relative correction $\delta(s)$, given in (\ref{eq:delta}). Trap occupation is at most $b\sigma/(\mu_0F)$.

This part has shown that an exponential tail gives $a(s)\propto s^\alpha$ at small $s$, with $\alpha=T/T_t$ below the tail temperature, and that the traps stay nearly empty if $b\sigma\ll\mu_0F$. What remains is to derive the current in the external circuit, find the transit time with its numerical factor, and check the neglected effects for a worked film.
